# Fermi energy of a free-electron slab against its thickness

**The system.** Free electrons of mass \(m\) and spin one half fill a slab at zero temperature. Hard walls stand at \(z=0\) and \(z=L\), and the potential between them is zero. The slab has a very large area \(A\) in the plane, with periodic boundary conditions there. The electrons do not interact. As \(L\) is varied, the number of electrons per volume between the walls, \(n\), is held fixed, so that \(N/A=nL\). Energies are measured from the bottom of the well. The bulk gas of the same density has

\[
k_F=(3\pi^2 n)^{1/3},\qquad \lambda_F=\frac{2\pi}{k_F},\qquad E_{F0}=\frac{\hbar^2k_F^2}{2m}.
\]

The Fermi energy of the slab is called \(E_F\), and \(x=k_FL/\pi\) is a dimensionless thickness.

## Part (a)

**Question.** Find the energy levels and the condition that fixes \(E_F\). Solve it for \(E_F/E_{F0}\) as a function of \(x\) when \(M\) subbands are occupied.

**Answer.** The wave function must vanish at both walls, so its \(z\) factor is \(\sin(\pi jz/L)\) with \(j=1,2,3,\dots\) With an in-plane wave vector of length \(k\), the energy is

\[
E=E_j+\frac{\hbar^2k^2}{2m},\qquad E_j=j^2E_1,\qquad E_1=\frac{\hbar^2\pi^2}{2mL^2}.
\]

Each \(j\) labels a subband. In subband \(j\) the states with \(k^2<k_j^2=2m(E_F-E_j)/\hbar^2\) are filled. The plane holds \(A/(2\pi)^2\) wave vectors per unit area of \(k\) space, and each carries two spin states. The number of electrons per area in the subband is therefore

\[
\frac{2\,\pi k_j^2}{(2\pi)^2}=\frac{k_j^2}{2\pi}=\frac{m}{\pi\hbar^2}(E_F-E_j).
\]

The density of states of one subband, \(m/(\pi\hbar^2)\) per area, depends neither on energy nor on \(L\). Summing over the occupied subbands gives the filling condition

\[
nL=\frac{m}{\pi\hbar^2}\sum_{j=1}^{M}(E_F-E_j),\qquad E_M<E_F\le E_{M+1}.
\]

The right side grows steadily with \(E_F\), so there is one solution.

Now write \(E_F=s^2E_1\). The prefactor becomes

\[
\frac{m}{\pi\hbar^2}E_1=\frac{\pi}{2L^2}.
\]

On the left side, \(n=k_F^3/(3\pi^2)\) and \(k_F=\pi x/L\) give \(nL=\pi x^3/(3L^2)\). Dividing both sides by \(\pi/(2L^2)\),

\[
\sum_{j=1}^{M}(s^2-j^2)=\frac{2x^3}{3}. \tag{1}
\]

With \(\sum_{j=1}^M j^2=M(M+1)(2M+1)/6\), this is

\[
Ms^2-\frac{M(M+1)(2M+1)}{6}=\frac{2x^3}{3}.
\]

Since \(E_1/E_{F0}=\pi^2/(k_FL)^2=1/x^2\), the ratio sought is \(s^2/x^2\). Dividing by \(Mx^2\),

\[
\frac{E_F}{E_{F0}}=\frac{2x}{3M}+\frac{(M+1)(2M+1)}{6x^2}. \tag{2}
\]

The first term comes from the electrons per area, which grow with \(L\) and are shared among \(M\) subbands. The second is the mean energy of the occupied subband edges, which falls as the well widens at fixed \(M\). In a very thin slab \(M=1\), and the second term, \(1/x^2\), dominates: \(E_F\) approaches the confinement energy \(E_1\).

## Part (b)

**Question.** Take the free-electron mass and \(n=50\ \mathrm{nm^{-3}}\), a round model value. Find \(E_F\) at \(L=2\) nm and compare it with the bulk value.

**Answer.** The bulk quantities are \(k_F=(150\pi^2)^{1/3}\ \mathrm{nm^{-1}}=11.397\ \mathrm{nm^{-1}}\) and, with \(\hbar^2/2m=0.038100\ \mathrm{eV\,nm^2}\),

\[
E_{F0}=0.038100\times 11.397^2\ \mathrm{eV}=4.949\ \mathrm{eV}.
\]

The slab holds \(nL=100\ \mathrm{nm^{-2}}\), and \(m/(\pi\hbar^2)=4.1773\ \mathrm{eV^{-1}\,nm^{-2}}\). The lowest level is \(E_1=0.0940\) eV. Try \(M=7\), for which the occupied subband energies add up to 13.161 eV. Solving the filling condition for \(E_F\),

\[
E_F=\frac{1}{7}\left(\frac{100}{4.1773}+13.161\right)\mathrm{eV}
=\frac{23.939+13.161}{7}\ \mathrm{eV}=5.300\ \mathrm{eV}.
\]

This lies between \(E_7=4.606\) eV and \(E_8=6.016\) eV, so the trial value of \(M\) is consistent and, the solution being unique, correct. The Fermi energy is 0.351 eV above the bulk value.

## Part (c)

**Question.** At what thickness does subband \(M+1\) begin to fill? Does \(E_F(L)\) have a maximum or a minimum there? What distance between successive such thicknesses is approached in thick slabs?

**Answer.** Subband \(M+1\) begins to fill when \(E_F=E_{M+1}\), that is, \(s=M+1\). Its own contribution to the filling is then zero, so equation (1) with \(M\) terms applies:

\[
\frac{2x^3}{3}=M(M+1)^2-\frac{M(M+1)(2M+1)}{6}
=\frac{M(M+1)(4M+5)}{6}.
\]

Multiplying by \(3/2\) and calling the solution \(X_{M+1}\),

\[
X_{M+1}=\left[M(M+1)\left(M+\tfrac54\right)\right]^{1/3}. \tag{3}
\]

The left side of (1) increases with \(s\), so \(s\) increases with \(x\) and the subbands open one after another. Exactly \(M\) are occupied for \(X_M<x\le X_{M+1}\), with \(X_1=0\).

Within this interval the derivative of (2) is

\[
\frac{d}{dx}\frac{E_F}{E_{F0}}=\frac{2}{3M}-\frac{(M+1)(2M+1)}{3x^3}.
\]

It increases with \(x\) and vanishes where

\[
x^3=\frac{M(M+1)(2M+1)}{2}=M\left(M+\tfrac12\right)(M+1). \tag{4}
\]

This point lies inside the interval, because

\[
(M-1)M\left(M+\tfrac14\right)<M\left(M+\tfrac12\right)(M+1)<M(M+1)\left(M+\tfrac54\right).
\]

On every branch \(E_F\) therefore first falls, passes a minimum, and then rises until the next subband opens. There the following branch begins, and it begins by falling. \(E_F\) is continuous, since the new subband opens empty, but its slope jumps from positive to negative. Each opening is a cusp-shaped local maximum.

The cause can be read from (2). While \(M\) stays fixed, the growing number of electrons per area eventually outweighs the sinking of the levels. Once the new subband opens, its edge also sinks as \(L\) grows, faster than any lower edge, and the electrons it takes up let \(E_F\) fall. Its added density of states alone would only slow the rise: if the new edge stayed at its energy at the cusp, the filling condition would give a slope just past the cusp of \(M/(M+1)\) times the slope before it, which is still positive. If no subband beyond the \(M\)th were available, branch \(M\) would continue past \(X_{M+1}\) and keep rising, without a maximum.

For large \(M\), put \(u=9/(4M)+5/(4M^2)\), so that the product in (3) is \(M^3(1+u)\). With \((1+u)^{1/3}=1+u/3-u^2/9+\dots\),

\[
X_{M+1}=M+\frac34+\frac1M\left(\frac5{12}-\frac9{16}\right)+O(M^{-2})
=M+\frac34-\frac{7}{48M}+O(M^{-2}).
\]

Successive values of \(x\) thus become one unit apart. Since \(x=k_FL/\pi=L/(\lambda_F/2)\), the distance in thickness tends to

\[
\Delta L=\frac{\pi}{k_F}=\frac{\lambda_F}{2}.
\]

This is the added width that fits one more half wave of wave number \(k_F\) between the walls. In this model the period is asymptotic: the \(-7/(48M)\) term shrinks as \(M\) grows, which makes the spacing slightly larger than \(\lambda_F/2\) at large but finite \(M\).

For the density of part (b), \(\lambda_F/2=0.2756\) nm. Equations (2) to (4) give, for example:

| \(M\) | \(L\) at minimum (nm) | \(E_F\) (eV) | \(L\) at cusp (nm) | \(E_F\) (eV) |
|---|---|---|---|---|
| 1 | 0.3976 | 7.138 | 0.4551 | 7.263 |
| 2 | 0.6798 | 6.103 | 0.7419 | 6.148 |
| 6 | 1.7882 | 5.351 | 1.8545 | 5.358 |
| 7 | 2.0643 | 5.295 | 2.1309 | 5.300 |

The first two cusps are 0.2868 nm apart, 4.1% more than \(\lambda_F/2\). The last two are 0.2765 nm apart, 0.3% more.

## Part (d)

**Question.** For \(x\gg1\), separate \(E_F/E_{F0}\) into a smooth and a periodic part, through order \(1/x^2\). How large is the oscillation, and how much of it is visible as a rise of \(E_F\) with \(L\)?

**Answer.** Let \(\theta=s-M\) be the fractional part of \(s\). Substituting \(M=s-\theta\) in the terms of the sum in (1) gives

\[
\begin{aligned}
Ms^2&=s^3-\theta s^2,\\
\tfrac13M^3&=\tfrac13s^3-\theta s^2+\theta^2s-\tfrac13\theta^3,\\
\tfrac12M^2&=\tfrac12s^2-\theta s+\tfrac12\theta^2,\\
\tfrac16M&=\tfrac16s-\tfrac16\theta.
\end{aligned}
\]

The sum is the first line minus the other three. The terms \(\theta s^2\) cancel, leaving

\[
\sum_{j=1}^{M}(s^2-j^2)=\frac{2s^3}{3}-\frac{s^2}{2}-sB_2(\theta)+\frac{B_3(\theta)}{3},
\]

with the Bernoulli polynomials \(B_2=\theta^2-\theta+\frac16\) and \(B_3=\theta^3-\frac32\theta^2+\frac12\theta\). Equating this to \(2x^3/3\) and multiplying by \(3/2\),

\[
x^3=s^3-\frac34s^2-\frac32sB_2(\theta)+\frac12B_3(\theta). \tag{5}
\]

Try \(s=x+a+c/x+O(x^{-2})\), where \(c\) may depend on \(\theta\). Then

\[
s^3=x^3+3ax^2+(3a^2+3c)x+O(1),\qquad s^2=x^2+2ax+O(1).
\]

The terms in \(x^2\) in (5) require \(3a-\frac34=0\), so \(a=\frac14\). The terms in \(x\) require

\[
\frac3{16}+3c-\frac38-\frac32B_2=0,\qquad\text{so}\qquad c=\frac1{16}+\frac{B_2}{2}.
\]

Hence \(s^2=x^2+2ax+(a^2+2c)+O(1/x)=x^2+\frac x2+\frac3{16}+B_2(\theta)+O(1/x)\). To this order \(\theta\) may be replaced by \(\varphi\), the fractional part of \(x+\frac14\). The periodic continuation of \(B_2\) is continuous with bounded slope, so the replacement costs a further \(O(1/x)\). Dividing by \(x^2\),

\[
\frac{E_F}{E_{F0}}=1+\frac1{2x}+\frac{1}{x^2}\left[\frac3{16}+B_2(\varphi)\right]+O(x^{-3}). \tag{6}
\]

The term \(B_2(\varphi)\) has period 1 in \(x\), which is \(\lambda_F/2\) in \(L\). It runs from \(\frac16\) at \(\varphi=0\) down to \(-\frac1{12}\) at \(\varphi=\frac12\), a range of \(\frac14\). Because \(E_{F0}/x^2=E_1\), the peak-to-trough size of the oscillation is \(E_1/4\) at leading order, and it decays as \(1/L^2\).

The smooth term \(1/(2x)\) falls by \(\Delta x/(2x^2)\) over a short distance \(\Delta x\), which is comparable with the oscillation. Between two cusps, \(x^2E_F/E_{F0}\) computed with \(x^2\) held fixed therefore varies at leading order as

\[
\varphi^2-\varphi-\frac{\varphi}{2}=\varphi^2-\frac32\varphi .
\]

This has its minimum, \(-\frac9{16}\), at \(\varphi=\frac34\), and reaches \(-\frac12\) at the next cusp, \(\varphi=1\). The visible rise is \(\frac1{16}E_1\), a quarter of the peak-to-trough size.

At \(L=2\) nm, \(x=7.2557\) and \(\varphi=0.5057\), so \(B_2=-0.0833\). Equation (6) gives

\[
E_F\approx4.949\left(1+0.0689+\frac{0.1875-0.0833}{52.64}\right)\mathrm{eV}=5.300\ \mathrm{eV},
\]

in agreement with part (b). The term \(1/(2x)\) alone contributes 0.341 eV, close to the full shift of 0.351 eV.

## Part (e)

**Question.** Suppose that the slab holds \(N/A=n(L-b)\) electrons per area, with a constant length \(b\). Which \(b\) removes the \(1/L\) shift, what does it mean, and what happens to the period?

**Answer.** The number of electrons is multiplied by \(1-b/L=1-\beta/x\), where \(\beta=b/(\lambda_F/2)\). The left side of (5) becomes \(x^3-\beta x^2\). With the same trial form for \(s\), the terms in \(x^2\) now give \(3a-\frac34=-\beta\), so \(a=0\) requires

\[
\beta=\frac34,\qquad b=\frac{3\lambda_F}{8}.
\]

The terms in \(x\) reduce to \(3c=\frac32B_2\), hence \(s^2=x^2+2c+O(1/x)=x^2+B_2+O(1/x)\) and

\[
\frac{E_F}{E_{F0}}=1+\frac{B_2(\varphi')}{x^2}+O(x^{-3}),
\]

where \(\varphi'\) is the fractional part of \(x\). The oscillation keeps its leading-order size and its period \(\lambda_F/2\); its phase moves by a quarter of a period.

The shift in part (d) thus arises because a slab at the bulk Fermi energy holds, apart from the oscillation, fewer than \(nL\) electrons per area, as if each wall excluded a layer \(3\lambda_F/16\) thick. In the sum, the deficit is the term \(-s^2/2\). It can be traced by writing

\[
\sum_{j=1}^{M}(s^2-j^2)=\frac12\left[\sum_{j=-M}^{M}(s^2-j^2)-s^2\right].
\]

The subtracted \(s^2\) is the term \(j=0\), which is missing because \(\sin(\pi jz/L)\) vanishes everywhere for \(j=0\).

## Part (f)

**Question.** Under which conditions do these results fail?

**Answer.** At temperature \(T\), integrating the Fermi function over the constant density of states replaces \(E_F-E_j\) in the filling condition by \(k_BT\ln\!\left[1+e^{(\mu-E_j)/k_BT}\right]\), where \(\mu\) is the chemical potential, and the sum now runs over all subbands \(j=1,2,3,\dots\) The subbands above \(\mu\) are then partly filled, and this rounds the cusps. The scale to compare \(k_BT\) with is the subband separation near the Fermi energy, \(E_{M+1}-E_M=(2M+1)E_1\). The requirement is strict because \(\mu\) rises with \(L\) only where the oscillation outweighs the falling smooth term of part (d). A moderate rounding removes the local maxima while an oscillation is still present. Take the separation at the thickness of the zero-temperature cusp where subband \(M+1\) opens, and hold \(T\) fixed as \(L\) varies. Solving the condition numerically, the local maximum of \(\mu(L)\) near that cusp disappears when \(k_BT\) exceeds 0.082, 0.074 and 0.071 of the separation for \(M=2\), 7 and 20, and about 0.070 of it for \(M=50\) to 100. For the density of part (b) at 300 K, the last maximum is the one for \(M=26\), near \(L=7.4\) nm.

If a reservoir fixes \(\mu\) relative to the well bottom, the Fermi energy measured from there cannot oscillate, and the number of electrons varies instead. In a real film such a change in number would charge the slab and shift the well bottom, an effect this model leaves out. Hard walls also define no vacuum level, so the results give the Fermi energy above the well bottom and not a work function. A real film grows by whole atomic layers, so an oscillation is sampled only at those thicknesses and can appear with a different period. Its barriers are finite, which changes the \(1/L\) shift and the phase, and the wave number that sets the period comes from its band structure normal to the film rather than from the free-electron \(k_F\).

**Numerical check.** Filling explicitly listed states one by one at five thicknesses gave Fermi energies whose largest deviation from (2), relative to the value of (2), was about \(1\times10^{-4}\). A Fourier analysis of the detrended curve peaked at a period equal to \(\lambda_F/2\) within the 0.2% step of the frequency grid used. With three subbands allowed, two of the first seven maxima remained.

## Numbers as computed

```
density n = 50.0 nm^-3
hbar^2/2m = 0.038100 eV nm^2
bulk k_F = 11.3972 nm^-1
Fermi wavelength = 0.55129 nm
half Fermi wavelength = 0.27565 nm
bulk Fermi energy = 4.9490 eV
example thickness L = 2.000 nm, x = 7.2557
areal density nL = 100.00 nm^-2
subband density of states = 4.17731 eV^-1 nm^-2
subband 1 energy at L = 0.0940 eV
subband 2 energy at L = 0.3760 eV
subband 3 energy at L = 0.8461 eV
subband 4 energy at L = 1.5041 eV
subband 5 energy at L = 2.3502 eV
subband 6 energy at L = 3.3843 eV
subband 7 energy at L = 4.6064 eV
subband 8 energy at L = 6.0165 eV
occupied subbands at L = 7
sum of occupied subband energies = 13.1611 eV
Fermi energy at L = 5.3000 eV
shift from bulk at L = 0.3510 eV
large-thickness estimate at L = 5.2998 eV
M | L_min (nm) | E_min (eV) | L_cusp (nm) | E_cusp (eV)
1 | 0.3976 | 7.1377 | 0.4551 | 7.2628
2 | 0.6798 | 6.1026 | 0.7419 | 6.1480
3 | 0.9582 | 5.7343 | 1.0222 | 5.7578
4 | 1.2353 | 5.5446 | 1.3004 | 5.5590
5 | 1.5119 | 5.4289 | 1.5777 | 5.4386
6 | 1.7882 | 5.3508 | 1.8545 | 5.3578
7 | 2.0643 | 5.2946 | 2.1309 | 5.2999
cusp pair | spacing (nm) | spacing/(lambda_F/2)
1-2 | 0.28685 | 1.04064
2-3 | 0.28028 | 1.01682
3-4 | 0.27820 | 1.00926
4-5 | 0.27727 | 1.00588
5-6 | 0.27677 | 1.00406
6-7 | 0.27647 | 1.00298
Fourier period = 0.2756 nm
Fourier period/(lambda_F/2) = 1.0000
rise to cusp near x = 60, over E_1 = 0.06263
maxima with all subbands = 7
maxima with three subbands only = 2
largest relative error, state counting = 1.0e-04
remainder ratio x=40 to x=80, fixed nL = 7.79
remainder ratio, depleted layers allowed = 7.76
```
